# The field inside an empty spherical void in a dielectric

## Problem

An insulating film of relative permittivity \(\varepsilon=4\) is 100 nm thick and carries 20 V between flat electrodes. In its middle lies an empty spherical void of radius \(a=5\) nm. Far from the void, the field in the solid is \(E_0=20\ \mathrm{V}/100\ \mathrm{nm}=2\) MV/cm.

(a) What is the field in the void?
(b) Where is the field in the solid largest?
(c) By how much does one electron trapped on the wall of the void change the field at its centre?

The solid is taken as linear and isotropic, with a sharp boundary at the void. In (a) and (b) the wall carries no free charge. The electrodes are first treated as infinitely distant.

The algebra uses atomic units, in which \(4\pi\varepsilon_0=1\) and the elementary charge is 1. The origin is the centre of the void, \(z\) points along the applied field, and \(\theta\) is the angle from \(z\). The poles are the wall points at \(\theta=0\) and \(\pi\); the equator is at \(\theta=\pi/2\).

## First estimate by scaling

The only length in the idealized problem is \(a\), and a ratio of fields cannot depend on a single length. Linearity removes \(E_0\) from the ratio as well. The ratio of the void field to \(E_0\) is therefore a function of \(\varepsilon\) alone.

To estimate it, suppose that the solid keeps its undisturbed polarization when the void is cut:

\[
P=\frac{\varepsilon-1}{4\pi}E_0 .
\]

The normal pointing out of the solid points into the void, along \(-\hat{\mathbf r}\). The wall thus has bound charge density \(\sigma=-P\cos\theta\): negative at the upper pole, positive at the lower. Both signs drive the field at the centre upward.

A charge \(\sigma\,dA\) on the wall contributes \(-\sigma\cos\theta\,dA/a^2\) to the \(z\) field at the centre. With \(dA=2\pi a^2\sin\theta\,d\theta\), the total is

\[
2\pi P\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta
=\frac{4\pi P}{3}=\frac{\varepsilon-1}{3}E_0 .
\]

The radius has cancelled, as the scaling argument requires. For \(\varepsilon=4\) the extra field equals \(E_0\), so the estimate is a void field of \(2E_0\), or 4 MV/cm. It ignores the response of the solid to the wall charge.

## Exact solution

**The potential.** There is no free charge, so \(\nabla^2\phi=0\) on each side of the wall. Two suitable solutions are \(r\cos\theta=z\) and \(\cos\theta/r^2=-\partial_z(1/r)\). The first is regular at the centre and the second vanishes far away. We therefore try

\[
\phi_{\rm in}=-E_{\rm in}r\cos\theta,\qquad
\phi_{\rm out}=-E_0r\cos\theta+\frac{B\cos\theta}{r^2}.
\]

The inner potential describes a uniform field \(E_{\rm in}\) along \(z\). The outer one has the required field \(E_0\) at large distance.

**Matching.** The potential is continuous at \(r=a\). Dividing that condition by \(-a\cos\theta\) gives

\[
E_{\rm in}=E_0-\frac{B}{a^3}. \tag{1}
\]

The normal displacement is also continuous, so \(\partial_r\phi_{\rm in}=\varepsilon\,\partial_r\phi_{\rm out}\). The derivatives at the wall are \(-E_{\rm in}\cos\theta\) and \(-(E_0+2B/a^3)\cos\theta\), hence

\[
E_{\rm in}=\varepsilon\left(E_0+\frac{2B}{a^3}\right). \tag{2}
\]

Equation (1) gives \(B/a^3=E_0-E_{\rm in}\). Inserted in (2), this yields

\[
E_{\rm in}=\varepsilon(3E_0-2E_{\rm in})
\quad\Longrightarrow\quad
E_{\rm in}=\frac{3\varepsilon}{2\varepsilon+1}E_0, \tag{3}
\]

\[
B=a^3(E_0-E_{\rm in})=-\frac{\varepsilon-1}{2\varepsilon+1}a^3E_0. \tag{4}
\]

**Uniqueness.** Let \(w\) be the difference of two solutions with the same far field, chosen to vanish at infinity. It obeys the same wall conditions. Multiplying \(\nabla\cdot(\varepsilon\nabla w)=0\) by \(w\) and integrating by parts leaves \(\int\varepsilon|\nabla w|^2dV=0\): the wall terms cancel, and the distant surface term vanishes because \(w\) falls at least as \(1/r\). Thus \(w\) is constant, and the trial form is the solution.

**Answer to (a).** For \(\varepsilon=4\),

\[
E_{\rm in}=\frac{12}{9}E_0=\frac43E_0=2.667\ \mathrm{MV/cm}
=0.02667\ \mathrm{V/Å}.
\]

The void field is one third larger than the distant field. The voltage across the diameter of 10 nm is 2.667 V.

**Answer to (b).** Put \(u=(a/r)^3\), which lies between 0 and 1 in the solid. With \(B=-a^3E_0/3\), the field components there are

\[
E_r=\left(1-\frac{2u}{3}\right)E_0\cos\theta,\qquad
E_\theta=-\left(1+\frac{u}{3}\right)E_0\sin\theta .
\]

The second bracket is never smaller than the first, so at given \(r\) the magnitude peaks at \(\theta=\pi/2\). It then grows with \(u\) up to the wall. The largest field in the solid is therefore \(4E_0/3=2.667\) MV/cm, at the equator. At the poles it is only \(E_0/3=0.667\) MV/cm.

## Comparison of the two

The estimate gives \(2E_0\) and the exact solution \(4E_0/3\). The direction and the independence of radius agree, but the estimated extra field is three times too large.

The cause is feedback. Let \(x=E_{\rm in}-E_0\) be the extra field made by the wall charge. By (1), \(x=-B/a^3\), so the same charge changes the field in the solid at the upper pole by \(2B/a^3=-2x\). The polarization that ends on the wall is thus driven by \(E_0-2x\), not by \(E_0\). Replacing the driving field in the estimate gives

\[
x=\frac{\varepsilon-1}{3}(E_0-2x)
\quad\Longrightarrow\quad
x=\frac{\varepsilon-1}{2\varepsilon+1}E_0,
\]

in agreement with (3). For \(\varepsilon=4\), \(x=E_0/3\) and the driving field is also \(E_0/3\). The wall charge is one third of the estimated one.

Its peak density is \(E_0/(4\pi)\), which in SI units is \(\varepsilon_0E_0=0.177\ \mu\mathrm{C/cm^2}\). Integrated over one hemisphere this gives \(\pi a^2\varepsilon_0E_0\), or 0.87 elementary charges. A fractional value is no difficulty, since bound charge comes from small displacements of many charges.

The two results agree to first order in \(\varepsilon-1\), where feedback is weak. For large \(\varepsilon\) the estimate grows without limit, while (3) approaches \(3E_0/2\).

## One electron on the wall

For (c), place a charge \(q\) at the upper pole and set \(E_0=0\); linearity allows the result to be added to (3). Expand the surface charge in Legendre polynomials. The constant term gives a constant potential inside, and terms of order \(l\ge2\) give potentials proportional to \(r^l\), with no gradient at the centre. Only the part \(\sigma_1\cos\theta\) matters. Multiplying the surface charge by \(\cos\theta\) and integrating over the wall gives

\[
q=\frac{4\pi a^2}{3}\sigma_1,\qquad \sigma_1=\frac{3q}{4\pi a^2}.
\]

The corresponding continuous potential is \(Cr\cos\theta\) inside and \(Ca^3\cos\theta/r^2\) outside. The normal displacement just outside is \(2\varepsilon C\cos\theta\), and just inside it is \(-C\cos\theta\). Their difference must be \(4\pi\sigma_1\cos\theta\), so

\[
C=\frac{3q}{(2\varepsilon+1)a^2},\qquad E_z(0)=-C .
\]

For one elementary charge and \(\varepsilon=4\), the magnitude is \(1/(3a^2)\), which is 0.192 MV/cm at \(a=5\) nm. Relative to the void field, this is \(0.192/2.667=7.2\%\).

An electron has \(q=-1\), so at the upper pole it raises the centre field. Electrons drift against \(\mathbf E\), so they approach the upper half of the void; whether and where they are trapped is not given by this model. An electron at the lower pole lowers the centre field by the same amount. By spherical symmetry, an electron at any other wall point adds a centre field of the same magnitude, pointing toward the electron. At the equator this field is perpendicular to \(E_{\rm in}\) and changes the magnitude of the total by only \(\sqrt{1+0.072^2}-1\approx0.3\%\). In every case the field is no longer uniform, and near the charge the change is much larger.

## Shape, wall and electrodes

**A flattened void.** A uniformly polarized ellipsoid, with polarization \(P_*\) along a principal axis, has the uniform internal field \(-4\pi NP_*\), where \(N\) is its depolarization factor. Represent the effect of the void by such a polarization, so that \(E_{\rm in}=E_0-4\pi NP_*\). Across the surface the normal field rises by \(4\pi P_*n_z\), where \(\mathbf n\) is the outward normal. Continuity of displacement requires

\[
\varepsilon(E_{\rm in}+4\pi P_*)=E_{\rm in}
\quad\Longrightarrow\quad
4\pi P_*=-\frac{\varepsilon-1}{\varepsilon}E_{\rm in},
\]

and therefore

\[
E_{\rm in}=\frac{E_0}{1-N(\varepsilon-1)/\varepsilon}. \tag{5}
\]

A sphere has \(N=1/3\), which returns (3). A long needle along the field has \(N\to0\) and \(E_{\rm in}\to E_0\). A thin slit across the field has \(N\to1\) and \(E_{\rm in}\to\varepsilon E_0\), four times the distant field here.

For a spheroid whose polar axis, along the field, is \(c\) times its equatorial axis,

\[
N=\frac c2\int_0^\infty\frac{ds}{(s+1)(s+c^2)^{3/2}} .
\]

Numerical integration at \(c=0.9\) gives \(N=0.3618\). Equation (5) then gives \(1.372E_0\), which is 2.9% above the sphere.

**A wall with an intermediate layer.** Replace the sharp boundary by a shell of permittivity 2 between radii 4.85 and 5.15 nm. In the shell let \(\phi=(-Fr+G/r^2)\cos\theta\), and let \(g\) be \(G\) divided by the cube of the inner radius. The conditions at the inner surface are \(E_{\rm in}=F-g\) and \(E_{\rm in}=2(F+2g)\), so \(g=-E_{\rm in}/6\) and \(F=5E_{\rm in}/6\).

At the outer surface \(g\) is reduced by \(f=(4.85/5.15)^3\). With \(b\) equal to \(B\) divided by the cube of the outer radius, the conditions are

\[
F-gf=E_0-b,\qquad 2(F+2gf)=4(E_0+2b).
\]

Eliminating \(b\) gives \(5F-2gf=6E_0\), and hence \(E_{\rm in}=36E_0/(25+2f)=1.350E_0\). This is 1.2% above the sharp-wall result.

**The electrodes.** Hold the voltage fixed. A conducting plane mirrors a dipole normal to it into one of the same direction, so the film of thickness \(L\) produces images at distances \(L,2L,\ldots\) on both sides. Each gives an axial field \(2B/d^3\) at distance \(d\). To leading order in \((a/L)^3\), the local applied field changes by

\[
\frac{4B}{L^3}\sum_{n=1}^{\infty}\frac1{n^3}
\approx-\frac{4(1.202)}{3}\left(\frac{5}{100}\right)^3E_0
\approx-0.0002\,E_0 ,
\]

a reduction of 0.02%.

## Beside a real film

The model resembles a silica film, whose relative permittivity is roughly 3.9; equation (3) then gives a ratio of 1.33. The void is taken here as a given defect of the film. The peak field in the solid is about 0.27 of a rough breakdown strength of 10 MV/cm. If the wall is uncharged, an electron crossing the void gains at most about 2.7 eV from the field, well below a rough band gap of 9 eV. To bring a valence electron to the vacuum level, roughly 9.9 eV higher, the void field would need a path of 37 nm, but the diameter is 10 nm. These rough comparisons do not exclude breakdown, either at other defects or by electrons that enter the void already carrying kinetic energy. The uncharged wall is also an assumption: one electron trapped at a pole of a sharp wall moves the centre field by 7.2% for \(\varepsilon=4\), or 7.4% for 3.9. This exceeds the changes found above for the spheroid with \(c=0.9\), the 0.3 nm shell and the electrodes, but not those for a long needle or a thin slit; by (5), a flattening to \(c\approx0.78\) already matches it. An electron at the equator changes the magnitude by only 0.3%, less than the spheroid or the shell. For a site at a pole the electron's share is \(1/(\varepsilon a^2E_0)\), so at fixed field and permittivity it grows as the void shrinks.

Numerical values quoted here were computed with a short program.
